Bauer's wetting criterion from the energies of covered and bare substrates

**Form of the answer**

Let a flat substrate of area A receive a film of uniform thickness. Far from its edges every patch of the surface is equivalent to every other, so the energy of covering the substrate is proportional to A. If the film is thick enough for its two faces not to influence each other, the thickness drops out, and what remains are three energies per area:

γ_s, of the bare substrate surface;
γ_f, of the free film surface;
γ_i, of the interface between film and substrate.

Dimensions alone allow A times any function of these that has the unit of energy per area. Since the faces are independent, their energies add. Covering creates one film surface and one interface and removes one substrate surface, so the cost is AΔ with

Δ = γ_f + γ_i − γ_s.

The alternative is to gather the same volume V into a compact island. The one length available is then V^(1/3), and the cost must scale as V^(2/3). At fixed mean thickness t, V = At, so the island cost grows as A^(2/3) and the film cost as A. On a large substrate the island cost per area vanishes, and the sign of Δ decides.

**Definitions and assumptions**

Surface energies are excesses over bulk crystal. For a slab of N atoms with two equal faces of area A, energy E and bulk energy e per atom,

γ = (E − Ne)/(2A).

The interface energy is defined likewise, by subtracting the bulk energies of both crystals. It can be small or large, depending on how well the two materials bond.

The assumptions are:

1. The deposit can rearrange until its energy is lowest, at fixed volume V = At. At finite temperature the γ's are free energies per area, and the entropy of placing islands is neglected.
2. The substrate is flat and rigid and does not alloy with the film. It is a square of side √A without an outer edge: opposite sides are joined periodically.
3. The film is unstrained, and γ_f and γ_i have their thick-film values.
4. γ_f is positive and the same for all orientations. Remark 1 relaxes the second condition.

**Theorem (Bauer's criterion).**

(a) If Δ ≤ 0, that is

γ_f + γ_i ≤ γ_s,

the uniform film is the one arrangement of lowest energy, for every area A.

(b) If Δ > 0, every deposit that covers the whole substrate costs more than a single suitable island, provided that

√A > 6√3 γ_f t/Δ.

On a macroscopic substrate the lowest-energy deposit is therefore a continuous film if and only if Δ ≤ 0.

**Lemma 1 (energy of covering).** A uniform film costs AΔ relative to the bare substrate plus the same film material in a large crystal.

Proof. Let the film have N_f atoms of bulk energy e_f, and the substrate N_s atoms of bulk energy e_s. The back of the substrate is the same in both states and is omitted. Then

E_bare = N_s e_s + N_f e_f + Aγ_s,
E_covered = N_s e_s + N_f e_f + A(γ_f + γ_i).

The large crystal has its own surface, but its energy per atom vanishes as the crystal grows, so removing N_f atoms costs the bulk value. Subtraction cancels the bulk terms:

E_covered − E_bare = A(γ_f + γ_i − γ_s) = AΔ. ∎

The same accounting applies to any deposit. If it touches the substrate over an area C and has a free surface of area S, its excess energy is

E = γ_f S + (γ_i − γ_s)C.   (1)

The free surface is created, and over the contact area substrate surface is replaced by interface. Elsewhere the substrate stays bare and contributes no change.

**Lemma 2 (free area).** For every deposit S ≥ C, with equality for a uniform film and for no other deposit.

Proof. Let n be the outward unit normal of the deposit and z the direction away from the substrate. The flux of a constant vector through a closed surface is zero. Apply this to the unit vector along z. On the contact area n points into the substrate, so n_z = −1 and the flux is −C. Hence

∫_free n_z dS − C = 0,
C = ∫_free n_z dS ≤ ∫_free dS = S,

because n_z ≤ 1. The argument includes overhangs, where n_z is negative. Equality requires n_z = 1 over the whole free surface. A deposit that ends somewhere on the substrate has a side surface where this fails, and so does one with terraces of different heights. What remains is a flat film without an edge. ∎

**Proof of part (a)**

Let Δ ≤ 0. Insert S ≥ C into equation (1), using γ_f > 0:

E ≥ γ_f C + (γ_i − γ_s)C = CΔ.

The contact area cannot exceed A. Multiplying C ≤ A by the non-positive number Δ reverses the inequality, so CΔ ≥ AΔ and

E ≥ CΔ ≥ AΔ.

By Lemma 1 the uniform film attains AΔ. Any other deposit has S > C by Lemma 2, which makes the first inequality strict. ∎

This settles the marginal case. At Δ = 0 covering costs nothing, but an island of the same volume still pays for its extra free area. Equality therefore belongs to the wetting side. Growth of a crystal on itself is such a case: there is no interface, so γ_i = 0 and γ_f = γ_s.

**Proof of part (b)**

Let Δ > 0. A deposit covering the whole substrate has C = A and S ≥ A, so by equation (1) it costs at least AΔ. It is enough to find one island that costs less.

Take a box with square base of side L and height h, so that V = L²h. Its top and four sides are free, and its base is in contact:

S = L² + 4Lh,  C = L².

Equation (1) gives

E = γ_f(L² + 4Lh) + (γ_i − γ_s)L² = L²Δ + 4γ_f Lh.

With h = V/L² this becomes

E(L) = L²Δ + 4γ_f V/L.   (2)

The first term favours a narrow base and the second a wide one. Setting the derivative to zero,

2LΔ − 4γ_f V/L² = 0,
L³ = 2γ_f V/Δ.   (3)

The second derivative, 2Δ + 8γ_f V/L³, is positive, so this is a minimum. From (3), 4γ_f V/L = 2ΔL², and the energy and shape are

E = ΔL² + 2ΔL² = 3ΔL²,
h/L = V/L³ = Δ/(2γ_f).   (4)

The island beats every covering deposit if 3ΔL² < AΔ, that is

3L² < A.   (5)

The optimal box must cover less than a third of the substrate, which also ensures that it fits. To express this through the thickness, cube both sides and use (3) with V = At:

27L⁶ < A³,
27(2γ_f At/Δ)² < A³,
108γ_f² t²/Δ² < A.

The square root is the condition in the theorem, since √108 = 6√3. ∎

Dividing E by A shows how the island cost disappears:

E/A = 3Δ(2γ_f t/Δ)^(2/3) A^(−1/3).   (6)

Part (b) needs a large area because the side walls of a small island are costly. At the threshold the box covers only a third of the substrate and fits easily, but its walls cost 2ΔL², as much as it saves by leaving two thirds bare. The condition on A is sufficient, not necessary: for isotropic γ_f a spherical cap is cheaper than the box, and the area it needs grows as 1/Δ rather than 1/Δ² at small Δ. As Δ approaches zero from above, the required area diverges and the island becomes flat, h/L → 0. The transition between film and islands is thus sharp in the macroscopic limit. In a finite cell, a deposit with small positive Δ can be lower in energy as a film than as an isolated box.

**Remark 1: crystals with facets**

If γ_f depends on orientation, part (a) survives when the film's top face is a facet of the free crystal's equilibrium shape. This shape is the set of vectors p that satisfy p·n ≤ γ_f(n) for every direction n. Choose p inside the top facet, where p_z = γ_f(z) and p·n < γ_f(n) for all other directions. The flux of the constant vector p through the closed surface of the deposit vanishes, so

∫_free γ_f(n) dS ≥ ∫_free p·n dS = p_z C = γ_f(z)C.

This replaces γ_f S ≥ γ_f C in the proof, with equality again for the flat film alone. If the top orientation is missing from the equilibrium shape, the film may lower its energy by breaking up into other facets, and this proof does not apply.

**Remark 2: what the criterion says about bonds**

Consider a simple cubic lattice of spacing a with nearest-neighbour bonds of strength φ_ff within the film, φ_ss within the substrate and φ_fs between them. Cutting a crystal along a cube plane breaks one bond per area a² and creates two surfaces:

γ_f = φ_ff/(2a²),  γ_s = φ_ss/(2a²).

Joining a film surface to a substrate surface removes both and forms one bond per a²:

γ_i = γ_f + γ_s − φ_fs/a².

Substitution into Δ cancels γ_s:

Δ = 2γ_f − φ_fs/a² = (φ_ff − φ_fs)/a².

In this model the film wets if its atoms bind to the substrate at least as strongly as to each other. The strength of the substrate's own bonds does not matter once φ_fs is given. A high γ_s favours wetting when γ_f and γ_i are held fixed, which is a different comparison.

This was tested by enumerating every height profile of zero to three layers on a periodic 3 × 3 substrate, with φ_ff = 1 and film atoms supplied from bulk crystal. At φ_fs = 0.9 the bare substrate was lowest. At 1.1 the flat films of one, two and three layers tied for lowest. At 1.0 the bare substrate joined the tie. With the number of atoms fixed at 9 or 18, the flat film was the single lowest state at both 1.0 and 1.1, as part (a) requires.

**Remark 3: reversing the materials**

Suppose the interface energy is the same in either stacking order. If Δ′ refers to the substrate material growing on the film material, then

Δ + Δ′ = (γ_f + γ_i − γ_s) + (γ_s + γ_i − γ_f) = 2γ_i.

For γ_i > 0 the two cannot both be zero or negative. If one material wets the other, the reverse order does not wet. In a periodic multilayer at least one of the two growth steps then works against the equilibrium tendency.

**Worked example: iron on two kinds of substrate**

The inputs are rough typical values, with γ_f = 2.40 J/m² for iron. A low-energy oxide is given γ_s = 1.20 J/m² and γ_i = 2.40 J/m², and a high-energy refractory metal γ_s = 3.30 J/m² and γ_i = 0.20 J/m². Then

oxide: Δ = 2.40 + 2.40 − 1.20 = +3.60 J/m²,
refractory metal: Δ = 2.40 + 0.20 − 3.30 = −0.70 J/m².

With these inputs the criterion predicts islands on the oxide and a film on the metal. The value 0.20 J/m² leaves out the cost of lattice mismatch, which belongs to γ_i of an unstrained film. At the 10 % misfit used in Remark 4 this cost can be of the order of 0.5 to 1 J/m², as large as |Δ|, so the sign on the metal holds only for a lattice-matched pair. For the reverse order on the metal pair, Remark 3 gives Δ′ = 2 × 0.20 + 0.70 = 1.10 J/m², so the refractory metal would not wet iron.

Now let the oxide carry a mean thickness of 1.0 nm, with one box island per square cell of side 20 nm. The island volume is 400 nm³. Equations (3) and (4) give

L = (2 × 2.40 × 400/3.60)^(1/3) nm = 8.11 nm,
h/L = 3.60/(2 × 2.40) = 0.750,  h = 6.08 nm.

The island covers a fraction 0.164 of the cell. Its cost per substrate area is 3 × 3.60 × 0.1644 ≈ 1.78 J/m², about half the film's 3.60 J/m². In a cell of side 1000 nm with the same mean thickness, equation (6) reduces the cost by the factor (20/1000)^(2/3), to 0.131 J/m². Fewer, larger islands are favoured, which is the driving force for coarsening.

With the 20 nm cell held fixed, film and box cost the same at

t = √A Δ/(6√3 γ_f) = 2.89 nm.

Above this thickness the film is lower than one isolated box per cell. The box is not the best island: a spherical cap with a contact angle of 120° costs 1.49 J/m² at 1.0 nm and stays below the film up to 3.76 nm. Beyond that thickness the film is lower than both shapes. It is still not the equilibrium state of a large substrate, where material can move between cells.

**Remark 4: strain and the first layer**

A film forced to match the substrate lattice stores elastic energy. Let both in-plane strains equal the misfit f, and let the normal stress be zero. For an isotropic solid with Young modulus Y and Poisson ratio ν, the in-plane stress σ satisfies

f = (σ − νσ)/Y,  so σ = Mf with M = Y/(1 − ν).

The energy density is half of stress times strain, summed over two directions: 2 × ½σf = Mf². The covering cost per area becomes

Δ + Mf² t.

With Y = 210 GPa and ν = 0.30, typical of polycrystalline iron, M = 300 GPa. For a misfit of 10 % on the refractory metal, one layer of thickness 0.1435 nm then stores 0.43 J/m², more than half the size of Δ. A single crystal of iron is softer in its (001) plane: the elastic constants C₁₁ = 230 GPa and C₁₂ = 135 GPa give M = C₁₁ + C₁₂ − 2C₁₂²/C₁₁ = 207 GPa, and the layer stores 0.30 J/m². The isotropic value is kept in what follows, so the strain energies are about 45 % too high for a (001) film.

The first layer also does not feel the full thick-film energies. Let u₁ be the coupling energy per area between adjacent layers and u₂ that between next-nearest layers. A plane cut through a crystal severs one pair of the first kind and two of the second, so for a thick film

Δ = (u₁ + 2u₂)_ff − (u₁ + 2u₂)_fs.

A single film layer couples to the first and second substrate layers, gaining (u₁ + u₂)_fs. In its own bulk crystal it would have u₁ + u₂ as its share, since it has two neighbours at each distance and half of each coupling belongs to it. Therefore

Δ_first = (u₁ + u₂)_ff − (u₁ + u₂)_fs.

If u₂ = ru₁ for both kinds of pair,

Δ_first/Δ = (1 + r)/(1 + 2r).

An illustrative r = 0.125 gives 0.900. The first layer on the metal then costs

0.900 × (−0.70) + 0.43 = −0.20 J/m².

It still wets. A second strained layer gains the remaining tenth of Δ, −0.07 J/m², but pays another 0.43 J/m². With the softer (001) modulus the first layer costs −0.33 J/m² and the second adds +0.23 J/m², so both signs stay the same. The atoms of the second layer do better in large relaxed islands, whose cost per substrate area vanishes as in (6). A continuous relaxed film must be compared too. Relaxed material no longer matches the lattice beneath it, which costs an extra interface energy that the inputs leave out; without this cost a relaxed film would have Δ = −0.70 J/m² and would win. If the cost keeps every relaxed film above the −0.20 J/m² of the single strained layer, the equilibrium deposit is one layer with islands on top, known as Stranski–Krastanov growth. The other two modes are layer-by-layer growth (Frank–van der Merwe) and islands on the bare substrate (Volmer–Weber).

Without the reach correction, Δ + Mf² t vanishes at 0.233 nm, or 1.63 layers. There the strained film ties with the bare substrate. This is not the thickness at which islands first pay, since they compete with each added layer separately.

**Remark 5: the vapour is a different reference**

During deposition the vapour has a higher chemical potential than bulk iron, by Δμ per atom. Relative to that vapour, a monolayer with one atom per area a² changes the free energy per area by

Δ − Δμ/a².

It is favourable if Δμ > Δa², even when Δ > 0. For the oxide and iron's lattice parameter of 0.287 nm, the thick-film Δ gives a threshold of 1.85 eV per atom. The illustrative first-layer factor of 0.900 from Remark 4 lowers it to 1.67 eV.

For an ideal vapour Δμ = kT ln(p/p₀), where p₀ is the saturation pressure. Take 600 K and 1.0 layer per minute. A gas at this temperature delivers the flux F at pressure p = F√(2πmkT), with m the atomic mass, which gives 1.1 × 10⁻⁷ Torr. For p₀, integrate d ln p₀/dT = q/(kT²) from atmospheric pressure at a rough boiling point of 3100 K, with a constant vaporization heat q = 4.0 eV per atom. This long extrapolation gives 6.1 × 10⁻²⁵ Torr, and Δμ = 2.05 eV. Tabulated data for solid iron give a lower p₀, about 5 × 10⁻²⁶ Torr, which would raise Δμ to about 2.2 eV.

This estimate lies above both values of the threshold, but the inputs are too rough to establish the order. Condensation of a layer on the oxide would therefore not contradict Δ > 0. The criterion compares arrangements of atoms already deposited: their number is fixed, Δμ contributes equally to film and islands, and the theorem is unchanged.

**Comparison with real films**

Surface energies of a few J/m² for clean transition metals and about 1 J/m² for stable oxide faces are typical. The interface energies are the least certain inputs, and adsorbed gases can change all three. The oxide result is robust within this model: Δ is 3.60 J/m², while the finite reach of forces changes it by about 0.36 J/m² in the first layer. A coherent 1.0 nm film with 4 % misfit would add 0.48 J/m² to the film's cost. The refractory-metal result is only an indication. It relies on r being the same for both kinds of pair: Δ is the difference of 4.8 and 5.5 J/m², and with r = 0.20 for the film–substrate pairs and the same thick-film Δ, the first layer costs +0.04 J/m² instead of −0.20 J/m². A rough slope of 0.2 mJ/(m² K) changes one surface energy by 0.12 J/m² over 600 K, comparable with the first-layer margin of 0.20 J/m²; equal changes of γ_f and γ_s cancel in Δ. Linear elasticity is also doubtful at 10 % strain.

Real deposition may also fail to reach equilibrium. If atoms cannot travel far, the deposit may remain continuous although Δ > 0, and heating may let it break up. The criterion gives the direction of that change, not its rate. The remaining values of the example are in the numerical output.

Table of computed values

```
INPUTS (rough typical values for iron films)
film surface energy: 2.40 J/m2
oxide: substrate surface energy 1.20 J/m2
oxide: interface energy 2.40 J/m2
refractory metal: substrate surface energy 3.30 J/m2
refractory metal: interface energy 0.20 J/m2
lattice parameter: 0.287 nm; (001) layer: 0.1435 nm
CRITERION
oxide: Delta = +3.60 J/m2, favours islands
refractory metal: Delta = -0.70 J/m2, favours film
ISLANDS ON OXIDE
cell side: 20 nm; mean thickness: 1.0 nm
island volume: 400 nm3
island base: 8.11 nm; height: 6.08 nm
height/base: 0.750
covered fraction: 0.164
island cost per substrate area: 1.78 J/m2
film cost per substrate area: 3.60 J/m2
island/film cost ratio: 0.493
crossover mean thickness in this cell: 2.89 nm
island cost in 1000 nm cell: 0.131 J/m2
NEGLECTED EFFECTS
Young modulus: 210 GPa; Poisson ratio: 0.30
biaxial modulus: 300 GPa
misfit, refractory metal: 10 %
strain energy per layer there: 0.43 J/m2
break-even strained thickness: 0.233 nm
break-even in layers: 1.63
misfit, oxide: 4 %
strain energy of mean film on oxide: 0.48 J/m2
second/first layer coupling ratio: 0.125
first-layer factor on Delta: 0.900
metal first layer, reach and strain: -0.20 J/m2
temperature: 600 K
surface energy slope size: 0.2 mJ/(m2 K)
thermal change of one surface energy: 0.12 J/m2
boiling point: 3100 K; vaporization heat: 4.0 eV/atom
deposition rate: 1.0 layer/min
beam equivalent pressure: 1.1e-07 Torr
saturation pressure: 6.1e-25 Torr
beam driving force: 2.05 eV/atom
needed for monolayer on oxide: 1.85 eV/atom
```
